Choosing Amplitudes and Signs for a Trilinear Coupling from Total Energies

**What the amplitude and sign settings decide**

Suppose a polar shift, an octahedral rotation and an octahedral tilt are frozen together into a layered perovskite, and the energy rises by 0.7435 eV per 20-atom cell. With amplitudes of 10, 20 and 20 pm, dividing by their product, 4×10⁻⁶ nm³, gives a "trilinear coefficient" of about +186,000 eV/nm³. In the model worked out below the true coefficient is −9157 eV/nm³. The single energy gives the wrong sign and a size twenty times too large, because it is dominated by terms that do not depend on the signs: mainly the cost of each distortion alone, 0.704 eV in total, and also even couplings between them.

To generate the frozen structures, one must choose displacement amplitudes and a list of signs. The right signs remove the sign-independent terms. The right amplitudes keep both the remaining anharmonic error and the energy noise small.

**The coefficient and its coordinates**

The parent is a perovskite AA′B₂O₆ whose A and A′ layers alternate along z. Label the B ions by integers i, j in the plane and k along z, with an A′ layer between k = 0 and k = 1. Putting an A layer there instead reverses T, and with it the sign of γ. Let b be the unit vector from a B ion to a neighbouring oxygen, and n the unit vector along the in-plane [110] direction. Three linear patterns are used:

- p: every A and A′ ion moves by p along n.
- R: the oxygens move by (−1)^(i+j) R z×b. Equatorial oxygens move by R and apical ones stay put.
- T: the oxygens move by (−1)^(i+j+k) T n×b. Apical oxygens move by T, equatorial ones by T/√2 along z.

Neighbouring B ions assign the same displacement to a shared oxygen, since both the sign factor and b reverse between them. The cell edges are held fixed, and E is the energy of the 20-atom cell. The coefficient is

γ = ∂³E/∂p∂R∂T at p = R = T = 0.

Reversing the sign convention of any one pattern reverses γ, so a quoted sign means nothing without the patterns.

**Which terms a sign reversal removes**

Two symmetry operations of the parent suffice. A translation by one perovskite edge in the plane changes i+j by one: it reverses R and T and leaves p alone. A mirror with normal n, through a B ion, exchanges the in-plane axes up to sign and keeps the parity of i+j. It reverses p, a vector along its normal. Rotations are described by axial vectors, for which a mirror keeps the component along the normal and reverses the others. The tilt axis n is kept and the rotation axis z is reversed, so T stays and R changes sign.

A term pᵃRᵇTᶜ in the Taylor series acquires (−1)^(b+c) from the first operation and (−1)^(a+b) from the second. Both must equal +1, so a, b and c are all even or all odd. Hence

E(p,R,T) = A(p²,R²,T²) + pRT B(p²,R²,T²), with B(0,0,0) = γ.

Reversing p leaves A and B unchanged and reverses the factor pRT:

E(+p,R,T) − E(−p,R,T) = 2pRT B(p²,R²,T²).

The even part A has gone completely, including such terms as p⁴ and p²R². Reversing R alone, T alone, or all three modes works equally well. Reversing two modes leaves pRT unchanged and gives zero.

In the example the eight signed energies fall into two groups of four, according to the sign of pRT, with a spread of 3×10⁻¹¹ eV within each group.

The layering matters. If A and A′ were identical, a translation by one perovskite edge along z would also be a symmetry. It reverses T and keeps p and R, which forbids pRT. With identical layers the computed coefficient indeed drops to 10⁻⁴ eV/nm³ in size, which is numerical zero here.

**Why the amplitude must be extrapolated**

The subtraction does not remove p³RT, pR³T or pRT³. To lowest order

B = γ + β₁p² + β₂R² + β₃T² + …

Scale the three amplitudes together, p = λp₀, R = λR₀, T = λT₀, and write v₀ = p₀R₀T₀. The odd slope is then

G(λ) = [E(+p,R,T) − E(−p,R,T)]/(2λ³v₀) = γ + c₁λ² + c₂λ⁴ + …,

with c₁ = β₁p₀² + β₂R₀² + β₃T₀². All three amplitudes have to shrink. If only p is reduced, the R² and T² corrections remain.

For two scales, eliminate c₁ by multiplying G(λ₁) by λ₂², G(λ₂) by λ₁², and subtracting:

λ₂²G(λ₁) − λ₁²G(λ₂) = γ(λ₂² − λ₁²) + c₂λ₁²λ₂²(λ₁² − λ₂²) + …

Division by λ₂² − λ₁² gives

[λ₂²G(λ₁) − λ₁²G(λ₂)]/(λ₂² − λ₁²) = γ − c₂λ₁²λ₂² + …

For λ₂ = 2λ₁ the estimate is (4/3)G(λ₁) − (1/3)G(2λ₁).

With more scales, pass a polynomial in λ² through all the slopes and read it at zero. Lagrange's formula gives

γ ≈ Σᵢ wᵢG(λᵢ), wᵢ = Πⱼ≠ᵢ λⱼ²/(λⱼ² − λᵢ²).

**Why the smallest amplitude is not the best**

Let each energy carry an independent random error of standard deviation σ. The difference of two energies has standard deviation √2σ, so

σ_G(λ) = √2σ/(2λ³v₀) = σ/(√2λ³v₀).

Halving all amplitudes multiplies the noise by eight but divides the leading anharmonic error by only four. The extrapolated value has

σ_γ² = Σᵢ wᵢ² σ²/(2λᵢ⁶v₀²).

For scales λ₁ and 2λ₁, the second slope contributes (1/3)/8 against 4/3, a ratio of 1/32, and can be ignored. To keep the noise below a fraction ε of |γ|, the smaller scale must then satisfy

λ₁³ ≥ (4/3)σ/(√2 v₀ε|γ|).

This needs a rough γ, which one preliminary pair of energies supplies. Here σ is the error that varies irregularly from structure to structure, for instance from incomplete self-consistency. An error that is a smooth function of structure with the parent's symmetry obeys the same expansion. It does not blow up at small λ, but it changes γ itself, and extrapolation cannot remove it. Its size has to be tested separately, for instance by refining the basis and the mesh.

**Two signs or eight**

The two-energy slope relies on a symmetric parent. Suppose the parent retains a polar offset δ, and let k = ∂²E/∂p². The quadratic energy no longer cancels:

½k(δ+p)² − ½k(δ−p)² = 2kδp.

Dividing by 2pRT gives a spurious contribution kδ/(RT), which grows as 1/λ². Extrapolation to zero amplitude then makes matters worse.

Reversing R or T alone avoids this quadratic term but leaves a relative error of δ/p. The general cure is to sum over all eight signs s₁, s₂, s₃ = ±1:

γ₈ = Σ s₁s₂s₃ E(s₁p, s₂R, s₃T)/(8pRT).

A term pᵃRᵇTᶜ is multiplied by the sum of s₁^(a+1)s₂^(b+1)s₃^(c+1). That sum is 8 if a, b and c are all odd and zero otherwise, so no symmetry of the parent is assumed. With a polar offset the small-amplitude limit is the mixed derivative at p = δ. The derivative of pB with respect to p is even in p, so the limit differs from γ by a term of order δ².

In the example k = 2974 eV/nm² and the offset is set to 0.1 pm. At λ = 0.1, where R = T = 2 pm, the formula predicts an error of

2974 × 10⁻⁴/(4×10⁻⁶) ≈ 74,300 eV/nm³,

and the energies give 74,400, eight times |γ| itself. The eight-energy estimate, extrapolated with the same offset, returns −9157.

If the parent is symmetric, the eight energies contain only two distinct values, and two calculations are enough. A cheap test for a polar offset is to compute two structures with the same sign of pRT but opposite p, such as (+,+,+) and (−,−,+): their energies should agree within the noise. A pair with the same p, such as (+,+,+) and (+,−,−), would not reveal the offset, because the in-plane translation still makes their energies equal. A residual tilt in the parent escapes the pair (+,+,+) and (−,−,+), so (−,+,−) should be compared as well. A tilt offset of only 0.1 pm changes the two-energy slope at λ = 0.1 by 5%.

**Linear patterns, curved paths and relaxation**

A trilinear coefficient belongs to a set of coordinates. Suppose the structure generator adds a polar shift κRT when rotation and tilt are combined. The quadratic energy becomes

½k(p + κRT)² = ½kp² + κk pRT + ½kκ²R²T².

The middle term has the form being measured, so the apparent coefficient is γ + κk. With κ = 5 nm⁻¹ the hidden shift is only 2 pm at full amplitude, yet the extracted coefficient becomes +5712 eV/nm³, in agreement with the formula. Its sign has changed. Finite rotations applied one after another also create displacements proportional to RT, and these matter if they couple harmonically to p, even when they carry no dipole. A rigid tilt followed by a rigid rotation shifts the apical oxygens of the A and A′ layers oppositely along n, with no net dipole, and changes the apparent coefficient here by about +2800 eV/nm³. Displacements should therefore be added linearly, or the path reported with the result.

Relaxation changes the coefficient too. Let another polar coordinate q have stiffness k_qq, harmonic coupling k_pq to p, and trilinear coupling g:

E = ½kp² + k_pq pq + ½k_qq q² + γpRT + g qRT.

For k_qq > 0, setting ∂E/∂q = 0 gives q = −(k_pq p + gRT)/k_qq. Substitution adds −(k_pq p + gRT)²/(2k_qq), whose cross term changes the coefficient to

γ_relaxed = γ − k_pq g/k_qq.

If p and q are different normal modes of the parent, k_pq = 0 and there is no shift at this order. The pattern p used here is not a normal mode. Relaxing the B sublattice along n predicts a change of +127 eV/nm³, to −9030, and minimizing the energies at λ = 0.1 gives −9030. Coordinates coupled harmonically to R or T matter in the same way. Let the A and A′ layers each have their own in-plane shift, perpendicular to n and alternating in sign between neighbouring ions of the layer. Relaxing these two shifts changes γ by about −440 eV/nm³.

One choice must be avoided. If the A and A′ ions are held and every other sublattice may relax along n, the whole crystal can follow them. The pattern p becomes a rigid translation, which costs nothing, and its coupling vanishes. A relative coordinate or the polarization must be held fixed instead.

**Electrical boundary conditions**

With fixed ionic charges the cell dipole is Zep, because R and T carry no net dipole. A depolarizing field adds (Zep)²/(2ε₀V), where V is the cell volume. This is even in p and leaves the clamped γ unchanged, although it stiffens k. A relaxed coefficient does change, because the field also alters k_pq and k_qq. With the B sublattice relaxed and an unscreened field along n, the shift of +127 eV/nm³ becomes about −90.

In a real crystal, electrons can add a dipole eμRT, which has the same symmetry as p. They also screen the depolarizing field, which replaces ε₀ by ε₀ε∞, where ε∞ is the electronic relative permittivity along the field. The square of e(Zp + μRT) contains 2e²Zμ pRT, so open-circuit conditions would add e²Zμ/(ε₀ε∞V) to γ. The electrical boundary condition should therefore be stated; the usual periodic calculation has zero macroscopic field.

**Worked example: what the amplitudes do**

The model has rigid ions of charge 2+, 2+, 4+ and 2− for A, A′, B and O. Their energy is the Coulomb sum plus a repulsion C exp(−r/ρ) for each cation–oxygen pair, with ρ = 0.035 nm and C = 1500, 1000 and 1080 eV for A–O, A′–O and B–O. The pseudocubic edge is 0.39 nm. The heights of the B and equatorial oxygen planes are made stationary first, which moves them by about 5 and 6 pm towards the A′ layer.

At full amplitude, relative to the parent,

E(+p,R,T) = 0.743519 eV, E(−p,R,T) = 0.817328 eV.

The difference is −0.073809 eV, so

G(1) = −0.073809/(2 × 4×10⁻⁶) = −9226 eV/nm³.

The slopes at λ = 0.25, 0.5 and 0.75 are −9161.4, −9174.4 and −9196.0 eV/nm³. With weights 1.6, −0.8, 0.2286 and −0.0286, the four slopes give γ = −9157.1 eV/nm³. The plain slope at full amplitude is thus only 0.8% too large in size. In a separate run with λ = 0.05, 0.1 and 0.2, successive differences of G have the ratio 4.01; a λ² law requires 4.

The model allows a check that uses no energy differences. Let d be the separation of a pair, f(r) its energy, and u, v, w its relative displacements in the three patterns. Write L = (1/r)d/dr. Since the derivative of f along u is (Lf)(d·u), two further derivatives give

L³f (d·u)(d·v)(d·w) + L²f [(u·v)(d·w) + (u·w)(d·v) + (v·w)(d·u)].

For the Coulomb energy this falls as r⁻⁴, so its lattice sum converges without Ewald's method. Summed over pairs, it also gives −9157.1 eV/nm³.

Now let each energy have an error of 1 μeV. At full amplitude σ_G = 10⁻⁶/(√2 × 4×10⁻⁶) = 0.177 eV/nm³, and it grows as 1/λ³. The same slopes can be combined in several ways:

- λ = 0.05 alone: noise 1414 eV/nm³, or 15% of |γ|.
- λ = 0.25, 0.5, 0.75, 1: γ = −9157.1, noise 18 eV/nm³.
- λ = 0.5 and 1: γ = (−4×9174.41 + 9226.17)/3 = −9157.2, noise 1.9 eV/nm³.

The pair λ = 0.5 and 1 does better than all four scales together. The slope at λ = 0.25 is noisy and carries the largest weight, while the curvature it helps to remove is already negligible. This ranking holds for the weak anharmonicity of this model; a strongly curved G(λ) would favour a third scale.

For 1% noise the amplitude condition gives λ₁³ ≥ (4/3)(0.177)/91.6 = 0.0026, or λ₁ ≥ 0.14. If the energy error were 100 μeV, λ₁ would have to reach 0.64.

**What the coefficient means physically**

Moving only the A layer gives −12,614 eV/nm³. The third derivative is linear in the polar pattern, so the A′ layer contributes the difference, +3457. The two layers oppose each other, and their inequality leaves the net coupling.

The term γRTp acts like the energy −ZeFp of a field

F = −γRT/(Ze).

Four A-site ions of charge 2 give Z = 8. At full R and T, F = 9157 × 4×10⁻⁴/8 = 0.458 V/nm, or 4.6 MV/cm. Reversing either R or T reverses this field.

Minimizing ½kp² + γRTp gives p = −γRT/k = 3.66/2974 nm = 1.23 pm. Full minimization over p gives 1.18 pm, about 4% less, because the formula omits higher-order terms. With all other sublattices clamped, the resulting polarization is 0.64 μC/cm². Letting the A, A′, two apical-oxygen and equatorial-oxygen sublattices each shift along n relative to B, at fixed R and T, lowers it to about 0.30 μC/cm². One more displacement has the same polar symmetry: the two sets of equatorial oxygens moving oppositely, perpendicular to n in the plane. Relaxing it as well gives about 0.21 μC/cm².

For a continuum model, write the energy density as hPRT. With P = Zep/V this gives h = γ/(Ze) = −1.14×10³⁰ V/m³.

**How far the model stands from a real material**

The cell edge is roughly that of short-period titanate superlattices. An oxygen displacement of 20 pm on a half-edge of 195 pm is a rotation of about 6°, an ordinary size for a distorted perovskite. The polarization is low beside the several μC/cm² that are a rough scale for layered oxides of this class. The rotation and tilt are also imposed here: both distorted structures lie above the parent in energy, whereas a working hybrid improper ferroelectric needs distortions that arise spontaneously.

Of the neglected effects that were sized, relaxation is the largest. Letting the equatorial oxygens shift along n as one rigid sublattice changes γ by 568 eV/nm³, or 6%, but freer relaxation can do far more. If the apical oxygens in the A and A′ layers may shift along n independently, γ changes by about +3200 eV/nm³, or 35%. The clamped coefficient is therefore not an estimate of the relaxed one. A 1% in-plane expansion at fixed height changes it by 1.1%, and a 10% cut in all charges at fixed repulsion by 1.0%, with the plane heights made stationary again in both cases. Covalency and electronic polarizability are absent, and the charge test does not bound their effect. At full amplitude the coupling energy is 37 meV per cell, but this is for a frozen p of 10 pm. At the shift induced by R and T, the energy gained is (γRT)²/(2k), only 2.3 meV per cell, against a thermal energy of 26 meV at 300 K. The static coefficient contains no thermal motion and does not by itself predict room-temperature behaviour.

**Recommended settings**

1. Relax the parent within its full symmetry, then add the three patterns linearly in one fixed cell.
2. Reverse one mode, or all three. Use all eight signs if the energies of (+,+,+), (−,−,+) and (−,+,−) differ by more than the noise.
3. Estimate σ by repeating several calculations with different starting densities, and choose λ₁ from the noise condition. This samples only the self-consistency error, so leave a margin for other irregular errors.
4. Compute G at λ₁ and 2λ₁ and extrapolate in λ². Add a third scale between or above them; if the result moves by more than its noise, reduce the largest amplitude.
5. Confirm that all structures stay on the same electronic and magnetic state. A jump between states makes E non-analytic, and the expansion behind the extrapolation no longer applies.
6. Report γ with its patterns, cell size, relaxation conditions and electrical boundary condition.

The remaining values are in the numerical output.

Calculated quantities

```
pseudocubic cell edge            0.390 nm
volume of 20-atom cell           0.23728 nm^3
repulsion A-O, A'-O, B-O         1500, 1000, 1080 eV
repulsion length                 0.035 nm
pressure of ideal clamped cell   0.99 GPa
B plane shift toward A' layer    4.651 pm
O plane shift toward A' layer    5.695 pm
full amplitudes p, R, T          10, 20, 20 pm
parent energy                    -609.485518 eV/cell
E(+p,R,T) - parent               0.743519 eV/cell
E(-p,R,T) - parent               0.817328 eV/cell
spread inside sign groups        3.4e-11 eV
scale 0.25: slope G, weight      -9161.436 eV/nm^3, 1.600000
scale 0.50: slope G, weight      -9174.408 eV/nm^3, -0.800000
scale 0.75: slope G, weight      -9196.003 eV/nm^3, 0.228571
scale 1.00: slope G, weight      -9226.174 eV/nm^3, -0.028571
gamma, extrapolated              -9157.110 eV/nm^3
gamma, direct third derivative   -9157.110 eV/nm^3
gamma, only A layer moved        -12613.957 eV/nm^3
same, direct third derivative    -12613.957 eV/nm^3
gamma, identical A layers        -1.0e-04 eV/nm^3
gamma, forbidden direction       -4.1e-10 eV/nm^3
error ratio on doubling scale    4.0075
shift, Ewald eta 6 to 7 nm^-1    8.1e-10 eV/nm^3
assumed error per energy         1.0 ueV
error of gamma, four scales      18.14 eV/nm^3
same, simulated                  18.23 eV/nm^3
error of G at scale 0.05 alone   1414.2 eV/nm^3
polar stiffness k                2973.86 eV/nm^2
parent offset tested             0.10 pm
two-energy error at scale 0.10   74395.1 eV/nm^3
predicted k*offset/(R T)         74346.4 eV/nm^3
gamma, eight energies, offset    -9157.100 eV/nm^3
gamma, curved path kappa=5/nm    5712.15 eV/nm^3
predicted gamma + kappa*k        5712.18 eV/nm^3
B  : coupling g_q               421.45 eV/nm^3
B  : k_pq, k_qq                 -3258.0, 10773.0 eV/nm^2
B  : gamma shift if relaxed     127.46 eV/nm^3
Oap: coupling g_q               -1417.58 eV/nm^3
Oap: k_pq, k_qq                 607.8, 4605.7 eV/nm^2
Oap: gamma shift if relaxed     187.07 eV/nm^3
Oeq: coupling g_q               10153.24 eV/nm^3
Oeq: k_pq, k_qq                 -323.7, 5785.0 eV/nm^2
Oeq: gamma shift if relaxed     568.13 eV/nm^3
gamma, B relaxed, from energies  -9030.32 eV/nm^3
dipole per polar shift Z         8.0 e
polarization at full p           5.402 uC/cm^2
gamma/Z                          -1.1446e+30 V/m^3
conjugate field at full R, T     4.579 MV/cm
induced shift, leading order     1.2317 pm
induced shift, minimized         1.1793 pm
induced polarization, minimized  0.6370 uC/cm^2
gamma at +1% biaxial strain      -9054.86 eV/nm^3
gamma with charges cut by 10%    -9061.40 eV/nm^3
gamma p R T at full amplitude    -36.628 meV/cell
thermal energy at 300 K          25.85 meV
```
